\section*{Conformal growth of planar aggregates with monitored particle area}

\section{Two particles on a straight edge}

A half-disc of radius $R$ sits on a straight edge, the real axis of the $z$ plane. We want to place a second particle of the same area, $\pi R^2/2$, on its tip. The function
\begin{equation}
s=z+\frac{R^2}{z},\qquad z(s)=\frac{s+\sqrt{s^2-4R^2}}2
\end{equation}
flattens the edge: on $z=Re^{i\alpha}$ it gives the real number $s=2R\cos\alpha$. The tip $z=iR$ goes to $s=0$, and the feet $z=\pm R$ go to $s=\pm2R$.

A small half-disc of radius $b$ drawn at $s=0$ is magnified in area by $|z'(0)|^2$. Since $z'(s)=\frac12[1+s/\sqrt{s^2-4R^2}]$, we have $z'(0)=\frac12$. Equal area then seems to require
\begin{equation}
\frac14\,\frac{\pi b^2}{2}=\frac{\pi R^2}{2},\qquad b=2R .
\end{equation}
This half-disc is not small. It reaches both feet, so the new particle covers the whole of the old one.

Its true area follows from the image of $s=2Re^{i\alpha}$, $0<\alpha<\pi$. Because $e^{2i\alpha}-1=2i\sin\alpha\,e^{i\alpha}$,
\begin{equation}
\frac zR=e^{i\alpha}+g\,e^{i(\alpha/2+\pi/4)},\qquad g=\sqrt{2\sin\alpha}.
\end{equation}
The area between this curve and the real axis is $\frac12\int_0^\pi\mathrm{Im}(\bar z\,dz/d\alpha)\,d\alpha$; the real axis contributes nothing. With $\delta=\alpha/2-\pi/4$, multiplication gives
\begin{equation}
\frac{1}{R^2}\mathrm{Im}\Bigl(\bar z\frac{dz}{d\alpha}\Bigr)
=1+\frac{g^2}{2}+\frac32g\cos\delta-\frac{dg}{d\alpha}\sin\delta .
\end{equation}
Integrating the last term by parts, with $g=0$ at both ends, turns it into $+\frac12g\cos\delta$. Thus the integral is $\pi+2+2I$, where
\begin{equation}
I=\int_0^\pi g\cos\delta\,d\alpha
=2\int_{-\pi/4}^{\pi/4}\sqrt{2-4\sin^2\delta}\,\cos\delta\,d\delta .
\end{equation}
The substitution $x=\sqrt2\sin\delta$ gives $I=2\int_{-1}^1\sqrt{1-x^2}\,dx=\pi$. The curve encloses $(3\pi+2)R^2/2$. Subtracting the first half-disc leaves $(\pi+1)R^2$, so
\begin{equation}
\frac{\text{actual area}}{\text{intended area}}=2+\frac2\pi\simeq2.64 .
\end{equation}
The derivative at one point has missed the area by a factor well above two. Reducing $R$ does not help, since both particles shrink together. An algorithm that sizes particles by the local derivative must therefore also measure their areas.

\section{From diffusing atoms to a conformal map}

Let adatoms arrive one at a time from far away, diffuse isotropically, and stick where they first touch the aggregate. The mean adatom density $\rho$ then obeys $\nabla^2\rho=0$ outside, with $\rho=0$ on the edge. Let $\Phi_n$ map $|w|>1$ onto the exterior of the aggregate after $n$ attachments, with $\Phi_n(w)\simeq C_nw$ at infinity and $C_n>0$. The length $C_n$ is the capacity radius.

Laplace's equation keeps its form under a conformal map, so $\rho\propto\ln|w|$. The gradient in the $z$ plane is the one in the $w$ plane divided by $|\Phi_n'|$, while an edge element is $|\Phi_n'|\,d\theta$. The factors cancel in the flux through the element. Arrival is therefore uniform in the angle $\theta$ of $w=e^{i\theta}$.

The algebra is geometric and holds in any length unit, including the bohr. Numbers below are in nm, eV and K.

\section{One bump on the unit disc}

The map
\begin{equation}
\zeta=M(w)=i\frac{w-1}{w+1},\qquad w=\frac{i+\zeta}{i-\zeta}
\end{equation}
takes $|w|>1$ to the upper half-plane and infinity to $\zeta=i$. On the circle $M(e^{it})=-\tan(t/2)$. We remove the half-disc $|\zeta|<r$, with $r=\tan(\beta/2)$ and $0<\beta<\pi/2$. Its feet are at $t=\pm\beta$. A M\"obius map preserves circles and angles, so in the $w$ plane the bump is bounded by a circular arc that meets the unit circle at right angles. The right triangle formed by the two centres and a foot gives the arc centre $\sec\beta$ and radius $\tan\beta$.

The bump area is that of the second disc less its overlap with the first. The overlap consists of two circular segments, of half-angles $\beta$ and $\pi/2-\beta$:
\begin{align}
A(\beta)&=\pi\tan^2\beta-(\beta-\sin\beta\cos\beta)\nonumber\\
&\quad-\tan^2\beta\Bigl(\frac\pi2-\beta-\sin\beta\cos\beta\Bigr)\nonumber\\
&=\tan^2\beta\Bigl(\frac\pi2+\beta+\sin\beta\cos\beta\Bigr)-\beta+\sin\beta\cos\beta .
\end{align}
For small $\beta$ this tends to $\pi\beta^2/2$, a half-disc. At $\beta=0.5$ both this formula and direct polar quadrature give $0.664324$.

To flatten the bump we use the first section's function, rescaled so that $\zeta=i$, and hence infinity, stays fixed. Since $i+r^2/i=i(1-r^2)$,
\begin{equation}
\zeta'=\frac{\zeta+r^2/\zeta}{1-r^2}.
\label{eq:inverse}
\end{equation}
The bump map $\phi_\beta$ runs the other way. From $w$ compute $\zeta'=M(w)$ and $s=(1-r^2)\zeta'$, then
\begin{equation}
\zeta=\frac{s+\sqrt{s-2r}\,\sqrt{s+2r}}2,\qquad
\phi_\beta(w)=\frac{i+\zeta}{i-\zeta}.
\end{equation}
Principal roots taken separately select the solution outside the half-disc. Rounding can push a boundary value of $s$ just below the real axis and select the wrong root, so its imaginary part is replaced by its modulus.

Two properties follow. Near infinity $w\simeq2i/(i-\zeta')$ and $\phi_\beta\simeq2i/(i-\zeta)$. The slope of Eq.~(\ref{eq:inverse}) at $\zeta=i$ is $(1+r^2)/(1-r^2)=\sec\beta$, hence
\begin{equation}
\frac{\phi_\beta(w)}w\to\frac{i-\zeta'}{i-\zeta}\to\sec\beta .
\end{equation}
The feet $\zeta=\pm r$ go to $\zeta'=\pm2r/(1-r^2)=\pm\tan\beta$, or angles $\mp2\beta$. The bump thus occupies an angle $4\beta$ out of $2\pi$ and receives a fraction $2\beta/\pi$ of later arrivals. For $\beta=0.5$ this is $0.3183$. A simulation of $10^5$ random walkers from a distant source gave $0.3195$, within one standard error of $0.0015$.

\section{Composition and the local size rule}

Start with a disc of radius $R_0$, so $\Phi_0=R_0w$, and let $A_0=\pi R_0^2$ be the prescribed particle area. Each attachment rotates a bump to a random angle and then applies the old map:
\begin{equation}
\Phi_n(w)=\Phi_{n-1}\bigl(e^{i\theta_n}\phi_{\beta_n}(e^{-i\theta_n}w)\bigr).
\end{equation}
The newest bump acts first on $w$. The factors at infinity multiply, so $C_n=R_0\prod_{k=1}^n\sec\beta_k$. The local rule chooses $\beta_n$ from
\begin{equation}
A(\beta_n)=\frac{A_0}{|\Phi_{n-1}'(e^{i\theta_n})|^2}.
\label{eq:rule}
\end{equation}
The derivative is a product of bump derivatives. With $M'(w)=2i/(w+1)^2$ and $d\zeta/ds=\zeta^2/(\zeta^2-r^2)$,
\begin{equation}
\phi_\beta'(w)=(1-r^2)\frac{\zeta^2}{\zeta^2-r^2}
\left(\frac{\phi_\beta+1}{w+1}\right)^2 .
\end{equation}
One evaluation of $\Phi_n$ or $\Phi_n'$ costs $n$ elementary maps, so $N$ attachments cost of order $N^2$.

For the first particle $|\Phi_0'|=R_0$ everywhere, and the rule is free of error. It gives $A(\beta_1)=\pi$ and $\beta_1=0.8306$. If this $\beta$ were kept for all later bumps, each would multiply the capacity radius by $\sec\beta_1=1.483$. The twelfth particle would then have an area of order $1.483^{22}A_0\simeq6\times10^3A_0$. In a run of twelve such bumps the largest area was $6.1\times10^3A_0$. The derivative factor removes this runaway, but not the error of the first section.

\section{Error of the local rule}

\subsection{Smooth edge}

Let $w_0=e^{i\theta}$, let $B$ be the bump region there, and let $\kappa=\Phi''/\Phi'$ at $w_0$. The particle area is $\int_B|\Phi'|^2dA$, where
\begin{equation}
|\Phi'(w)|^2=|\Phi'(w_0)|^2\{1+2\,\mathrm{Re}[\kappa(w-w_0)]+O(\beta^2)\}.
\end{equation}
Write $w-w_0=w_0(x+iy)$, with $x$ outward and $y$ along the edge. The average of $y$ vanishes by symmetry. The average of $x$ is the centroid height of a half-disc, $4\beta/3\pi$, to leading order. Therefore
\begin{equation}
\frac{\text{area}}{A_0}=1+\frac{8\beta}{3\pi}\mathrm{Re}(w_0\kappa)+O(\beta^2).
\end{equation}
The tangent to the physical edge has direction $\chi=\theta+\pi/2+\arg\Phi'$, so $d\chi/d\theta=1+\mathrm{Re}(w_0\kappa)$. Dividing by the arc length per angle, $|\Phi'|$, gives the edge curvature $k$, positive where the aggregate is convex. With the particle radius $R=\beta|\Phi'|$,
\begin{equation}
\frac{\text{area}}{A_0}=1+\frac8{3\pi}(kR-\beta)+O(\beta^2).
\label{eq:curv}
\end{equation}

The ellipse $\Phi=w+0.3/w$ at $\theta=0.2$ tests the coefficient. There $|\Phi'|=0.733$ and $k=2.31$, so the predicted error per unit $\beta$ is $0.849(2.31\times0.733-1)=0.589$. Areas measured at $\beta=0.02$ and $0.01$, extrapolated to zero, give the same value to three digits.

The expansion requires $\Phi$ to be smooth over the bump. At the tip of a particle $kR$ is of order one and the nearest notch is about one particle away, so no small parameter remains. On the straight edge $kR=1$ and there is no $\beta$ term; the first-order value is $1+8/3\pi=1.85$, against the full result $2.64$.

The first tip on the circular seed is milder. There $s=0$ and $\zeta=ir$, so the derivative formula gives
\begin{equation}
\frac{|\Phi_1'|}{R_0}=\frac{1+r}{2(1-r)}=\frac{\sec\beta_1+\tan\beta_1}2
=\frac{1.483+1.095}2=1.289 .
\end{equation}
The curvature is $k=1/(1.095R_0)$, and the rule gives $\beta_2=0.717$. Equation~(\ref{eq:curv}) predicts a ratio $1+0.849\times0.717\,(1.289/1.095-1)=1.11$; the area integral gives $1.147$, and the outline polygon described below gives $1.145$.

\subsection{Beside a notch}

Where a particle meets a smooth edge, the exterior has a right-angled corner. The map folds a straight angle $\pi$ into $\pi/2$, so it varies as the square root of the distance from the corner's preimage, and $|\Phi'|^2\simeq c^2/|w-w_c|$. For attachment at distance $d$, Eq.~(\ref{eq:rule}) gives
\begin{equation}
\frac{c^2}{d}\frac{\pi\beta^2}2=A_0 .
\end{equation}
Hence $\beta\propto\sqrt d$, and sufficiently close to the corner $d\ll\beta$. The bump is then nearly centred on the corner, and its physical area is
\begin{equation}
\int_0^\pi\!\!\int_0^\beta\frac{c^2}{\varrho}\,\varrho\,d\varrho\,d\alpha=\pi c^2\beta,
\qquad \frac{\text{area}}{A_0}\simeq\frac{2d}\beta .
\end{equation}
The particle becomes arbitrarily small. Beside the first particle, with $d=10^{-9}$, the measured ratio is $2.38\times10^{-5}$ and the formula gives $2.34\times10^{-5}$. Of the 1.7\% difference about 0.1\% is polygon error. The remaining 1.6\% comes from the next half-power in the map: it is close to $1.7\sqrt\beta$ for $d$ from $10^{-11}$ to $10^{-7}$, with $\sqrt\beta\simeq0.009$ here.

\section{Measuring and removing the deviation}

\subsection{The outline}

Sampling $\Phi_n$ at equal angles misses deep fjords, which occupy tiny angles. We instead store a cyclic list of outline vertices. Each has a fixed physical position $z_j$ and a moving preimage angle. Let $t$ be that angle measured from the new attachment. Vertices with $|t|<\beta$ are buried. For the others, Eq.~(\ref{eq:inverse}) on the real axis gives
\begin{equation}
t'=2\arctan\frac{x+r^2/x}{1-r^2},\qquad x=\tan\frac t2 .
\end{equation}
New vertices at $\zeta=re^{i\alpha}$ are mapped once by $\Phi_{n-1}$ to find their positions. Their new angles are $t'=-2\arctan(\tan\beta\cos\alpha)$. The particle is bounded by the new arc, followed by the buried vertices in reverse order. This closed polygon runs anticlockwise and has area
\begin{equation}
a_n=\frac12\,\mathrm{Im}\sum_j\bar z_jz_{j+1}.
\end{equation}

A chord subtending angle $\delta$ on an arc of radius $a$ misses an area $a^2(\delta-\sin\delta)/2\simeq a^2\delta^3/12$. For a half-disc with $\pi/\delta$ chords the loss relative to its area is $\delta^2/6$. The spacing used over most of the arc, $\delta=0.084$, gives about 0.1\% for a small bump. The M\"obius map stretches the large first bump on the seed unevenly, and its loss is about 0.4\%. Extra points are clustered near the feet, where the map can vary fast.

\subsection{A unique equal-area bump}

For a fixed attachment angle the half-discs $|\zeta|<r$ are nested. Since $|\Phi'|^2$ is positive and integrable at the notches, the particle area grows continuously and strictly with $\beta$. It tends to zero with $\beta$, and diverges as $\beta\to\pi/2$, when the half-disc reaches $\zeta=i$, the image of infinity. One and only one $\beta$ therefore gives $a_n=A_0$.

The solver uses $y=\ln\tan\beta$, because $\ln a_n$ has slope near 2 in $y$ for a small bump on a smooth edge. It starts from the local rule, moves until the root is bracketed, and then combines false position with bisection until $|\ln(a_n/A_0)|<10^{-4}$. Bisection guards against steep stretches, where a small change of $\beta$ takes in a fjord. The method cannot resolve a fjord whose angular width falls below the spacing of double-precision angles, which is about $10^{-16}$ at $0.5$ rad and $9\times10^{-16}$ at $6$ rad.

\subsection{An independent audit}

The solver's tolerance does not bound the error of the polygon itself. A second measurement avoids both the outline and the forward map. Each point of a $500\times500$ physical grid is divided by $R_0$ and sent through the inverse bumps in order of attachment. The first bump with $|\zeta|<r$ owns the point, and counting points gives the areas. For the equal-area aggregate described below, the two measurements differ by $0.003A_0$ in the median and by at most $0.015A_0$. Equality of area is thus confirmed independently to about 1.5\% per particle, although the polygon areas agree with $A_0$ to $10^{-4}$.

\section{An island of 161 atoms}

The parameters are in the rough regime of Pt on Pt(111) near 200 K: atom spacing $0.28$ nm, terrace barrier $0.26$ eV and attempt rate $10^{13}$ s$^{-1}$. The flux, $10^{-4}$ monolayers per second, and the capture radius $L=15$ nm are chosen. One atom of the triangular lattice occupies
\begin{equation}
A_0=\frac{\sqrt3}2(0.28)^2=0.0679\ \mathrm{nm}^2,\qquad
R_0=\sqrt{A_0/\pi}=0.147\ \mathrm{nm}.
\end{equation}

Three aggregates of 160 attached atoms were grown with the local rule. Over the 480 particles the area ratio has mean $1.87$, median $1.76$ and standard deviation $1.41$. The central 90\% lie between $0.52$ and $3.29$, and 4\% of the particles are within 10\% of the target. Because $R_0$ is tied to $A_0$, changing $A_0$ rescales the whole aggregate and leaves these ratios unchanged. Calling the mean area one atom would remove the bias but leave a relative spread of $1.41/1.87=0.75$ in this sample. The standard deviation is set by a few large particles and depends on the angle sequence: it ranges from about $1.1$ to $1.6$ among these three aggregates, and another three pooled give about $1.1$, a spread near $0.6$, while the mean stays near $1.9$.

The extremes are $0.046$ and $15.0$. The upper one means that $|\Phi'|^2$ averaged over the bump was 15 times its value at the attachment point. A bump spanning the mouth of a fjord would do this; that explanation is a conjecture here.

One aggregate was regrown with the equal-area solve, keeping the first aggregate's angles $\theta_n$. The same angles do not mean the same physical sites, since the maps differ after the first corrections. Its capacity radius is $2.53$ nm ($25.3$ \AA), and the farthest edge point lies $3.51$ nm ($35.1$ \AA) from the seed centre. Particle lengths, taken as the largest distance between two outline vertices, have median $0.39$ nm and maximum $0.57$ nm. Equal area leaves the shape free.

The exponent $\ln(161/41)/\ln(C_{160}/C_{40})$ is $1.85$ for this aggregate and averages $1.63$ for the three others, which range from $1.53$ to $1.74$; the one with the same angles gives $1.74$. With one aggregate on one side and three on the other, the difference cannot be assigned to the size rule, and neither number is an asymptotic fractal dimension.

\subsection{What the model leaves out}

The thermal energy is $0.01723$ eV, so the hop rate is $10^{13}e^{-0.26/0.01723}=2.8\times10^6$ s$^{-1}$ and the diffusion coefficient is $D=(0.28)^2\times2.8\times10^6/4=5.5\times10^4$ nm$^2$/s. An atom lands in the capture area every $0.96$ s. To find how long it stays free, replace the island by an absorbing disc of radius $a$ and let no atoms cross $r=L$. The mean time $T(r)$ to capture obeys $D\nabla^2T=-1$. One integration with $T'(L)=0$ gives $rT'=(L^2-r^2)/2D$, and a second with $T(a)=0$ gives
\begin{equation}
T(r)=\frac{2L^2\ln(r/a)-(r^2-a^2)}{4D}.
\end{equation}
Averaged over the annulus with $a=3.51$ nm this is $1.6$ ms; with $a=R_0$ it is about 8 ms. Over 160 arrivals, the expected number of other adatoms found on the terrace lies between $0.26$ and about $1.3$. One-at-a-time arrival is a fair approximation here once an immobile nucleus exists. The model holds its one-atom seed fixed, whereas a lone adatom hops at the terrace rate and, on a clean terrace, a real island starts when two adatoms meet. At a flux of $10^{-2}$ monolayers per second and the same capture radius these numbers rise a hundredfold, and the assumption fails.

The distant-source assumption is also approximate: at the final size 5.5\% of the deposited atoms land inside the circle enclosing the island, and 1.5\% land on the island itself.

The assumption that real islands break most clearly is sticking at first contact. An edge atom stays put until the next arrival only if its barrier exceeds about
\begin{equation}
k_BT\ln(10^{13}\times0.96)=0.52\ \mathrm{eV}.
\end{equation}
A corner move as easy as a terrace hop would occur some $3\times10^6$ times in that interval. Such moves thicken the branches, and the lattice can give them preferred directions, which the isotropic model lacks. For a rough size of the thickening, let compact groups of $m$ atoms act as the particles. At fixed atom number the radius then scales as $m^{1/2-1/D_f}$, with $D_f$ the growth exponent. For $m=4$ and the two exponents found above, the island shrinks by 6 to 14\%. The radius of $3.5$ nm is thus a hit-and-stick value, not a prediction for a measured Pt island. The remaining figures are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Atom spacing, rough input: 0.28 nm
Terrace barrier, rough input: 0.26 eV
Attempt rate, rough input: 1.0e+13 1/s
Temperature: 200 K
Flux: 1.0e-04 monolayer/s
Capture radius: 15.0 nm
Attached atoms per aggregate: 160
Prescribed atom area: 0.06790 nm^2
Seed radius: 0.1470 nm
Test bump half-angle: 0.50 rad
Test bump area, quadrature: 0.664324 (unit disc radius = 1)
Test bump area, formula: 0.664324 (same unit)
Bump hit fraction, walkers: 0.3195
Bump hit fraction, formula: 0.3183
Ellipse area-error slope, measured: 0.58870 1/rad
Ellipse area-error slope, formula: 0.58862 1/rad
First bump half-angle: 0.83056 rad
Second bump half-angle at tip, local rule: 0.71680 rad
Second-particle area ratio at tip: 1.1451
Distance from notch preimage: 1.0e-09 rad
Area ratio beside notch, measured: 2.3787e-05
Area ratio beside notch, formula: 2.3397e-05
Largest area ratio, 12 uncorrected bumps: 6.116e+03
Local rule, number of particles pooled: 480
Local rule area ratio, minimum: 0.0457
Local rule area ratio, 5 percent quantile: 0.5198
Local rule area ratio, median: 1.7628
Local rule area ratio, 95 percent quantile: 3.2945
Local rule area ratio, maximum: 15.0232
Local rule area ratio, mean: 1.8676
Local rule area ratio, standard deviation: 1.4076
Local rule, share within 10 percent: 0.0437
Equal-area solve, largest relative error: 9.77e-05
Grid audit local, median difference/A0: 0.0061
Grid audit local, largest difference/A0: 0.0330
Grid audit local, total relative error: 8.70e-05
Grid audit equal, median difference/A0: 0.0033
Grid audit equal, largest difference/A0: 0.0151
Grid audit equal, total relative error: 1.13e-03
Equal-area particle length, median: 0.3943 nm
Equal-area particle length, maximum: 0.5652 nm
Equal-area capacity radius: 2.5348 nm = 25.348 angstrom
Equal-area enclosing radius: 3.5120 nm = 35.120 angstrom
Growth exponent, 41 to 161 atoms, equal: 1.847
Growth exponent, 41 to 161 atoms, local mean: 1.633
Thermal energy: 0.01723 eV
Terrace hop rate: 2.807e+06 1/s
Diffusion coefficient: 5.502e+04 nm^2/s
Mean interval between arrivals: 0.9605 s
Mean terrace residence time: 1.635e-03 s
Mean free adatoms in capture area: 1.609e-03
Expected adatoms met by 160 arrivals: 0.2575
Deposition fraction inside enclosing circle: 0.0548
Deposition fraction on final island: 0.0155
Edge barrier for one move per arrival: 0.5152 eV
\end{verbatim}
